# Nernst Voltage from Unequal Ion Activities in a Metallization Cell: a numerical check

```python
"""
Result under test: two electrodes of the same metal, in contact with ions of
charge z*e at activities a1 and a2, differ in potential by
    U = (kB*T/(z*e)) * ln(a2/a1)
when the electrolyte itself has no potential difference between its two sides.
For z = 1, a2/a1 = 1000 and T = 300 K this is about 0.18 V.
With a diffusion potential in an ideal neutral 1:1 electrolyte, the voltage is
    U = 2*(1 - t_plus) * (kB*T/e) * ln(a2/a1),
where t_plus = D_plus/(D_plus + D_minus) is the cation transport number.
Potentials are in volts, energies in electronvolts.
"""
import math
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad

mp.mp.dps = 40

temperature = 300.0
ratio = 1000
thermal_voltage = const.k * temperature / const.e
nernst_voltage = thermal_voltage * math.log(ratio)

# Capacitor model of an electrode: whole ions are deposited from a reservoir.
capacitance = 1.0e-13          # farad
sites = 10**18                 # lattice sites in each reservoir
ions_low = 10**9               # ions in the reservoir of low activity
ions_high = ratio * ions_low   # ions in the reservoir of high activity


def log_count(ions):
    """Logarithm of the number of ways to place the ions on the sites."""
    return (mp.loggamma(sites + 1) - mp.loggamma(ions + 1)
            - mp.loggamma(sites - ions + 1))


def free_energy(deposited, ions, binding, charge):
    """Total free energy in eV: binding, charging energy, ion entropy."""
    charging = mp.mpf(charge * deposited)**2 * const.e / (2 * capacitance)
    entropy_part = -thermal_voltage * log_count(ions - deposited)
    return -binding * deposited + charging + entropy_part


def electrode_potential(ions, binding, charge):
    """Potential of the metal at the integer minimum of the free energy."""
    lower, upper = -10**7, 10**7
    while upper - lower > 1:
        middle = (lower + upper) // 2
        step = (free_energy(middle + 1, ions, binding, charge)
                - free_energy(middle, ions, binding, charge))
        if step < 0:
            lower = middle
        else:
            upper = middle
    return charge * upper * const.e / capacitance


# Tolerance: one ion changes the potential by 1.6 or 3.2 microvolts, and the
# finite reservoir is slightly depleted or enriched (a few microvolts).
model = {}
for charge in (1, 2):
    for binding in (0.3, 0.7):
        low = electrode_potential(ions_low, binding, charge)
        high = electrode_potential(ions_high, binding, charge)
        model[charge, binding] = (low, high)
        assert abs((high - low) - nernst_voltage / charge) < 1.0e-5

assert round(nernst_voltage, 2) == 0.18


# Diffusion potential from the zero-current condition on the ion fluxes.
def linear_profile(x):
    return 1 + (ratio - 1) * x


def curved_profile(x):
    return 1 + (ratio - 1) * x**2 * (3 - 2 * x)


def diffusion_potential(profile, t_plus):
    """Potential of side 2 minus side 1 of the electrolyte, in volts."""
    d_plus, d_minus = t_plus, 1 - t_plus

    def zero_current_slope(x):
        h = 1.0e-6
        conc = profile(x)
        gradient = (profile(x + h) - profile(x - h)) / (2 * h)

        def current(slope):
            flux_plus = -d_plus * (gradient + conc * slope)
            flux_minus = -d_minus * (gradient - conc * slope)
            return flux_plus - flux_minus

        return -current(0.0) / (current(1.0) - current(0.0))

    integral = quad(zero_current_slope, 0, 1, limit=200,
                    epsabs=1.0e-7, epsrel=1.0e-7)[0]
    return thermal_voltage * integral


cell_voltage = {}
for t_plus in (0.5, 0.8, 1.0):
    for profile in (linear_profile, curved_profile):
        total = nernst_voltage + diffusion_potential(profile, t_plus)
        formula = 2 * (1 - t_plus) * nernst_voltage
        assert abs(total - formula) < 1.0e-6
    junction = diffusion_potential(linear_profile, t_plus)
    cell_voltage[t_plus] = (junction, nernst_voltage + junction)

hartree_in_ev = const.value("Hartree energy in eV")

print(f"temperature: {temperature:.0f} K")
print(f"activity ratio: {ratio}")
print(f"Boltzmann constant: {const.k:.6e} J/K")
print(f"elementary charge: {const.e:.6e} C")
print(f"thermal voltage kB*T/e: {thermal_voltage:.6f} V")
print(f"ln(ratio): {math.log(ratio):.6f}")
print(f"Nernst voltage, z = 1: {nernst_voltage:.5f} V")
print(f"energy e*U: {nernst_voltage / hartree_in_ev:.6f} hartree")
print(f"voltage per decade: {thermal_voltage * math.log(10):.5f} V")
print(f"Nernst voltage, z = 2: {nernst_voltage / 2:.5f} V")
print(f"ratio giving exactly 0.18 V: "
      f"{math.exp(0.18 / thermal_voltage):.0f}")
print(f"capacitor model, capacitance: {capacitance:.1e} F")
print(f"capacitor model, sites: {sites:.0e}")
print(f"capacitor model, ions low / high: "
      f"{ions_low:.0e} / {ions_high:.0e}")
print(f"potential step per ion, z = 1: "
      f"{const.e / capacitance * 1e6:.2f} microvolt")
for (charge, binding), (low, high) in model.items():
    print(f"z = {charge}, binding {binding} eV: low {low:.5f} V, "
          f"high {high:.5f} V, difference {high - low:.5f} V")
for t_plus, (junction, total) in cell_voltage.items():
    print(f"t_plus = {t_plus}: diffusion potential {junction + 0.0:.4f} V, "
          f"cell voltage {abs(total):.4f} V")
print("all assertions hold")
```

It prints:

```
temperature: 300 K
activity ratio: 1000
Boltzmann constant: 1.380649e-23 J/K
elementary charge: 1.602177e-19 C
thermal voltage kB*T/e: 0.025852 V
ln(ratio): 6.907755
Nernst voltage, z = 1: 0.17858 V
energy e*U: 0.006563 hartree
voltage per decade: 0.05953 V
Nernst voltage, z = 2: 0.08929 V
ratio giving exactly 0.18 V: 1056
capacitor model, capacitance: 1.0e-13 F
capacitor model, sites: 1e+18
capacitor model, ions low / high: 1e+09 / 1e+12
potential step per ion, z = 1: 1.60 microvolt
z = 1, binding 0.3 eV: low -0.23573 V, high -0.05716 V, difference 0.17858 V
z = 1, binding 0.7 eV: low 0.16426 V, high 0.34284 V, difference 0.17858 V
z = 2, binding 0.3 eV: low -0.11787 V, high -0.02858 V, difference 0.08929 V
z = 2, binding 0.7 eV: low 0.08213 V, high 0.17142 V, difference 0.08929 V
t_plus = 0.5: diffusion potential 0.0000 V, cell voltage 0.1786 V
t_plus = 0.8: diffusion potential -0.1071 V, cell voltage 0.0714 V
t_plus = 1.0: diffusion potential -0.1786 V, cell voltage 0.0000 V
all assertions hold
```
